Coherent critical-temperature depression of an isotropic regular solution

**Problem**

A binary substitutional alloy is a regular solution. Let c be the atomic fraction of the second component. The free energy per atom of a uniform, stress-free crystal is

f(c) = Ωc(1−c) + kT[c ln c + (1−c) ln(1−c)],

with Ω > 0 independent of temperature and composition. The stress-free lattice parameter a varies with composition, and the linear misfit coefficient is η = d ln a/dc = 0.02. The solid is elastically isotropic, with Young's modulus E and Poisson's ratio ν independent of c. Its biaxial modulus is Y = E/(1−ν) = 150 GPa, and the atomic volume is v = 0.012 nm³.

(a) Find the critical temperature T₀ for separation into phases that exert no stress on each other.

(b) Find the elastic energy of a composition variation when the crystal lattice stays continuous, that is, coherent.

(c) By how much does coherency lower the critical temperature? Give the number, and the two critical temperatures for Ω = 0.10 eV.

(d) Estimate how finite wavelength, bending, cubic anisotropy and short-range order change the answer, and compare the parameters with those of copper–nickel.

Strains are small, there are no misfit dislocations, and the body is free to change its mean size. In (b) and (c) the composition varies over lengths much greater than the atomic spacing and much smaller than the specimen, and regions near free surfaces are left out.

**Solution**

**(a) Phases without mutual stress**

Differentiating f twice gives

f′ = Ω(1−2c) + kT ln[c/(1−c)],

f″ = −2Ω + kT/[c(1−c)].

A uniform alloy is unstable to small composition changes where f″ < 0. The boundary f″ = 0, the spinodal, lies at

T = 2Ωc(1−c)/k.

Since c(1−c) is largest at c = 1/2, where it equals 1/4, the top of the spinodal is

T₀ = Ω/(2k).

Above T₀, f″ is positive at every composition. The curve is then convex, and no mixture of two phases can have a lower free energy than the uniform alloy. T₀ is therefore the top of the miscibility gap as well as of the spinodal.

**(b) Elastic energy of a coherent variation**

Write δ = c − c̄, where c̄ is the mean composition. Conservation of atoms requires ⟨δ⟩ = 0, the brackets denoting a volume average. Relative to a uniform crystal of composition c̄, a region free of stress would have the strain ηδ in every direction.

Take first a stack of flat layers with δ = δ(z). Coherency gives all layers the same total in-plane strain e₀, so the elastic in-plane strain is

e = e₀ − ηδ.

Force balance makes the normal stress independent of z, and with no external load it is zero. The two in-plane stresses are equal, so Hooke's law reads e = (σ − νσ)/E, or σ = Ye. Two directions each contribute σe/2, and the energy density is Ye². Its average is

Y⟨(e₀ − ηδ)²⟩ = Y(e₀² + η²⟨δ²⟩),

because the cross term contains ⟨δ⟩ = 0. The free mean strain adjusts to e₀ = 0, which leaves

w = Yη²⟨δ²⟩.

The result must also hold for other shapes, since the alloy could otherwise avoid part of this cost by choosing a different pattern. Let u be the displacement, K the bulk modulus, μ the shear modulus and M = K + 4μ/3. For periodic u, integration by parts turns the ordinary strain energy into the average of

½M(div u)² + ½μ|curl u|².

The misfit adds −3Kηδ div u, the work of the misfit stress, and (9/2)Kη²δ², the energy of the misfit with u = 0. A uniform strain would add a positive energy and no cross term, so it is zero. The minimum has

curl u = 0,  div u = 3Kηδ/M.

Both conditions can be met, since u can be the gradient of a potential and ⟨δ⟩ = 0. Substitution gives

w = ½η²⟨δ²⟩(9K − 9K²/M) = η²⟨δ²⟩ · 18Kμ/(3K + 4μ).

With K = E/[3(1−2ν)] and μ = E/[2(1+ν)],

18Kμ = 3E²/[(1−2ν)(1+ν)],

3K + 4μ = E/(1−2ν) + 2E/(1+ν) = 3E(1−ν)/[(1−2ν)(1+ν)].

Their ratio is E/(1−ν) = Y. Away from free surfaces, the energy in this isotropic model depends on the variance of the composition and not on the shape or arrangement of the regions.

**(c) The depression**

The elastic energy per atom is ε⟨(c−c̄)²⟩, where

ε = vη²Y.

The variance can be written in the same form as the mixing energy:

⟨(c−c̄)²⟩ = ⟨c²⟩ − c̄² = c̄(1−c̄) − ⟨c(1−c)⟩,

where ⟨c⟩ = c̄ was used. The total free energy per atom is therefore

F = (Ω−ε)⟨c(1−c)⟩ + kT⟨c ln c + (1−c) ln(1−c)⟩ + εc̄(1−c̄).

The last term is fixed by the overall composition and is the same for the uniform and the separated alloy. It cannot influence the choice between them. What remains is the problem of part (a) with Ω replaced by Ω − ε. Hence

T_coh = (Ω−ε)/(2k),

ΔT = T₀ − T_coh = vη²Y/(2k).

The argument covers large and unequal separations as well as small waves, so the coherent miscibility gap and the coherent spinodal share this top. If ε exceeds Ω, no coherent separation occurs at any temperature in this model.

The numbers, with 0.012 nm³ = 1.2×10⁻²⁹ m³, are

η²Y = (0.02)² × 1.5×10¹¹ Pa = 6.0×10⁷ J/m³,

ε = 1.2×10⁻²⁹ m³ × 6.0×10⁷ J/m³ = 7.2×10⁻²² J,

ΔT = 7.2×10⁻²² J/(2 × 1.380649×10⁻²³ J/K) = 26.1 K.

**The critical temperature is lowered by about 26 K.** The value of Ω was not needed: it shifts both critical temperatures equally. For Ω = 0.10 eV they are T₀ = 580.2 K and T_coh = 554.2 K. The energy ε is 4.5 meV, so the relative depression ε/Ω is 4.5 %.

Between these two temperatures an alloy with c = 1/2 can lower its free energy by separating into stress-free phases, but not by separating coherently in the interior on the fine scale assumed here. On that scale, stress-free phases require the lattice continuity to be broken, for example by misfit dislocations, whose energy is not included here.

Away from c = 1/2, the spinodal temperature is 2(Ω−ε)c(1−c)/k. At fixed composition it has been lowered by

2εc(1−c)/k = 4c(1−c)ΔT.

At c = 0.2 the factor is 0.64 and the lowering is 16.7 K. It vanishes in the dilute limits, as does the spinodal temperature itself.

The definition and the value of the misfit coefficient both affect the number strongly. The coefficient η refers to length; the corresponding volume coefficient is 3η, and inserting it in place of η would make the answer nine times too large. The depression is also quadratic in η, so the sign of the misfit does not matter, but a misfit of 0.025 in place of 0.02 raises ΔT to 40.7 K.

**(d) Limits of the result**

*Finite wavelength.* A short composition wave places unlike atoms next to each other more often than a long one. Let each atom have Z nearest neighbours at distance r, and let each unlike pair cost Ω/Z. In the mean-field approximation, a wave with wave vector q changes the energy per atom by −ΩS⟨δ²⟩, where S is the average of cos(q·r) over the neighbours. At c = 1/2 the entropy contributes +2kT⟨δ²⟩ and elasticity +ε⟨δ²⟩. Instability begins when the sum is zero:

2kT − ΩS + ε = 0,  T = T₀S − ΔT.

For a cubic crystal the average of (q·r)² is q²r²/3. To leading order S = 1 − q²r²/6, and the extra depression is T₀q²r²/6.

An fcc cell contains four atoms, so its edge is (4v)^(1/3), and r is this edge divided by √2, or 0.257 nm. A wavelength of 10 nm has q = 0.628 nm⁻¹ and an extra depression of 2.5 K. The 26 K is the long-wavelength limit of the total shift.

*Bending.* The opposite limit, a variation as slow as the specimen is thick, behaves differently. Consider a wide free plate of thickness h, with s measured from its middle and

δ = −A sin(πs/h),  −h/2 < s < h/2.

This is half a cosine wave from face to face. The plate can now bend, which allows an in-plane strain κs. The energy Y⟨(κs − ηδ)²⟩ is smallest at κ = η⟨sδ⟩/⟨s²⟩, and bending removes the fraction

⟨sδ⟩²/(⟨s²⟩⟨δ²⟩)

of the elastic energy. The averages are ⟨s²⟩ = h²/12, ⟨δ²⟩ = A²/2 and ⟨sδ⟩ = −2Ah/π². The fraction removed is

(4A²h²/π⁴)/(A²h²/24) = 96/π⁴,

which leaves 1 − 96/π⁴ = 0.0145. The depression for this mode is 0.38 K instead of 26 K.

For an odd number n of half waves the removed fraction is 96/(nπ)⁴, by the same integral. At n = 11 the wave keeps 0.9999 of its elastic energy. This is why the wavelength had to be small compared with the specimen.

Free surfaces had to be left out as well, because stress can relax there even when the wavelength is short. Below a flat surface z = 0 of a thick body, a variation δ ∝ exp(−qz) cos(qx) satisfies ∇²δ = 0. The strains (1+ν)ηδ along x and z, with no shear, are then compatible and remove every stress except −Eηδ along y. The energy density is ½Eη²δ², a fraction (1−ν)/2 of the interior value. Surface atoms also lack some neighbours, which weakens the tendency to separate. In the nearest-neighbour model used above, this lowers the instability temperature by an amount proportional to q at small q. For long enough surface waves the elastic gain is larger, so they can become unstable above T_coh, which is the limit for the interior. For ν = 0.3 the gain tends to (1+ν)ΔT/2 = 17 K at long wavelength. At a (100) surface, with the most favourable depth profile, a 10 nm wave is already unstable about 5 K above T_coh, so these modes are not excluded by the kinetic argument below.

In a plate about a millimetre thick, the slow mode is out of reach for kinetic reasons. Take a diffusivity D = D₀ exp(−Q/kT) with D₀ = 1 cm²/s and Q = 2.5 eV, rough values for substitutional diffusion in such an alloy. At 554 K this gives D = 1.8×10⁻²³ cm²/s. The diffusion time h²/(π²D) across a 1 mm plate is about 2×10¹² years. For a 10 nm wave the time L²/(4π²D), with L the wavelength, is about 40 years. These times are only orders of magnitude: a change of 0.1 eV in Q changes each by a factor of about eight. Both estimates omit the weakening of the driving force near the critical point, which slows the growth further.

*Cubic anisotropy.* In a cubic crystal the elastic cost depends on the direction of the wave. Along [100] and [111] symmetry makes the displacement parallel to the wave vector. Let p be the strain along it, B = C₁₁ + 2C₁₂, and M the longitudinal modulus for that direction. The energy density is

½Mp² − Bηδp + (3/2)Bη²δ².

Its minimum, at p = Bηδ/M, is Y_dir η²δ² with

Y_dir = ½B(3 − B/M).

For [100], M = C₁₁. For [111], a strain p along the axis has all nine tensor components equal to p/3, which gives M = (C₁₁ + 2C₁₂ + 4C₄₄)/3.

Rough constants for a copper–nickel alloy are C₁₁ = 210, C₁₂ = 135 and C₄₄ = 100 GPa, so B = 480 GPa. Then Y_dir is 171 GPa along [100] and 327 GPa along [111]. With η and v held fixed, the depressions are 29.8 K and 56.9 K. On cooling, the [100] waves become unstable before the [111] waves, so of these two values the smaller is the relevant one.

*Short-range order.* The regular solution distributes atoms at random, although unlike neighbours cost energy. The pair approximation corrects the nearest-neighbour statistics. Let y be the probability that a bond has A at its first end and B at its second. The probabilities of the two like pairs are c − y and 1 − c − y, and the free energy per atom is

F_pair = Ωy + (Z/2)kT[(c−y) ln(c−y) + (1−c−y) ln(1−c−y) + 2y ln y] − (Z−1)kT[c ln c + (1−c) ln(1−c)].

Setting the derivative with respect to y to zero gives

y²/[(c−y)(1−c−y)] = x²,  x = exp[−Ω/(ZkT)].

At c = 1/2 this becomes y/(½−y) = x, or ½ − y = 1/[2(1+x)]. Because F_pair is stationary in y, its first derivative with respect to c is

(Z/2)kT ln[(c−y)/(1−c−y)] − (Z−1)kT ln[c/(1−c)].

By symmetry dy/dc = 0 at c = 1/2. A second differentiation there gives

F_pair″ = ZkT/(½−y) − 4(Z−1)kT = 4kT[1 − (Z/2)(1−x)].

Without elasticity the critical point has x = 1 − 2/Z, so its temperature is Ω/{kZ ln[Z/(Z−2)]}. For Z = 12 and Ω = 0.10 eV this is 530.4 K, about 50 K below the regular-solution value. The pair approximation captures only about half of the full effect: Monte Carlo simulation of the same pair model on the fcc lattice puts the critical temperature between 455 and 490 K.

The elastic energy varies with composition averaged over many atoms and adds 2ε to the second derivative. Solving F_pair″ + 2ε = 0 numerically gives a depression of 28.8 K. At fixed Ω, short-range order thus moves the critical temperature itself by more than coherency does. Within the pair approximation it changes the coherent depression by less than 3 K, but this is not a bound. Correlations over longer distances are left out, and they can matter more. Let the pairs carry the energy Ω − ε, and let ε act only through the mean composition of each stress-free phase. This gives the same two temperatures in the regular solution and a depression of 28.5 K in the pair approximation, but Monte Carlo simulation on small fcc cells gives roughly 50 K, uncertain by several kelvin.

*Comparison with copper–nickel.* Copper and nickel are both fcc and mix fully at high temperature; a miscibility gap is expected at low temperature, where diffusion is very slow. The atomic volume used here is about 5 % above the mean for the two metals, which raises the estimate below by the same fraction, and Ω = 0.10 eV is a round value that puts the gap in a plausible range. The given misfit is somewhat low, since roughly 0.025 is nearer the real one, and 150 GPa is below the rough [100] modulus. Changing both together gives

26.1 K × (0.025/0.02)² × 171.4/150 ≈ 47 K.

Elastic softening on heating acts the other way: a modulus lower by 10 % reduces the original 26 K by 2.6 K. The magnetism of nickel-rich alloys and the composition dependence of Ω are left out and have not been sized. The 26 K is the answer for the stated isotropic model; for copper–nickel these estimates point to a depression of some tens of kelvin.
